# Flux Conservation and Evanescent Beams in Layer KKR Electron Transmission, part 2

Electrons cross a stack of atomic layers, periodic in the plane, in the layer KKR scheme. The argument under review claims that (1) the layer matrix $S$ is unitary, (2) evanescent beams may be left out when layers are stacked, and (3) flux conservation in the truncated stack confirms this. In fact every truncation that keeps all open beams conserves flux.

Hartree atomic units are used. At energy $E=q^2/2$ and Bloch vector $\mathbf k_\parallel$, beam $\mathbf g$ has $\mathbf K_g=\mathbf k_\parallel+\mathbf g$ and $k_g=\sqrt{q^2-K_g^2}$, real if open ($p$), $i\kappa_g$ if evanescent ($e$). Incoming $a=(a^L,a^R)$ and outgoing $b=(b^L,b^R)$ at the reference planes $z_L,z_R$ obey

$$b=Sa,\qquad S=\begin{pmatrix} r & t'\\ t & r'\end{pmatrix}.$$

There $\psi_g=a+b$, with slope $ik_g(a-b)$ on the left and $-ik_g(a-b)$ on the right. On the left an evanescent pair carries current $2\kappa_g\,\mathrm{Im}(a^*b)$.

Let $K_p=\mathrm{diag}(\mathrm{Re}\,k_g)$, $\kappa=\mathrm{diag}(\mathrm{Im}\,k_g)$, $N=\mathrm{diag}|k_g|^{1/2}$, $\tilde S=NSN^{-1}$, $U=\tilde S_{pp}$. For a real potential

$$S^\dagger K_pS=K_p-i\left(\kappa S-S^\dagger\kappa\right),\tag{3}$$

$$\tilde S_{pp}^\dagger\tilde S_{pp}=1,\qquad \tilde S_{pp}^\dagger\tilde S_{pe}=i\,(\tilde S_{ep})^\dagger,\qquad \tilde S_{pe}^\dagger\tilde S_{pe}=-i\left(\tilde S_{ee}-\tilde S_{ee}^\dagger\right).\tag{4}$$

The raw $S_{pp}$ is unitary exactly when the layer couples no two open beams with different $k_g$. With absorption, $\mathrm{Im}V=-W$, and open incidence, $\tilde a=Na$,

$$\tilde a^\dagger(1-U^\dagger U)\tilde a=2\int\langle W|\psi|^2\rangle\,dz\ge0,\tag{5}$$

where $\langle\cdot\rangle$ is the cell average.

The $s$-wave model layer has one point scatterer of phase shift $\delta$ per cell of area $A$, with both planes at $z=0$. It emits $c\,G$, $c=\tau\psi_{\rm in}(0)$, where $\psi_{\rm in}$ is the incident field. With $\beta=2\pi/A$, $\sigma=\sum_p1/k_g$, $\lambda=\beta\tau$,

$$G(\mathbf r)=i\beta\sum_g\frac{e^{i\mathbf K_g\cdot\boldsymbol\rho}\,e^{ik_g|z|}}{k_g},\tag{6}$$

$$\frac1\tau=q\cot\delta-\mathrm{Re}D-i\beta\sigma,\tag{7}$$

$$r=r'=w,\qquad t=t'=1+w,\qquad w_{gg'}=\frac{i\lambda}{k_g}.\tag{9}$$

$D$ is $G$ at a site without that site's own term; $\mathrm{Im}D=\beta\sigma-q$. The matrix $w$ has rank one, and the norm of the full $\tilde S$ grows without bound as beams are added.

For layers 1 and 2 with gap $d$, $X=\mathrm{diag}(e^{ik_gd})$; $u_g$ is the rightgoing amplitude at layer 1, $v_g$ the leftgoing one at layer 2. Then

$$t=t_2X\,(1-r_1'Xr_2X)^{-1}t_1,\qquad r=r_1+t_1'Xr_2X\,(1-r_1'Xr_2X)^{-1}t_1,\tag{10}$$

$$(t_2Xt_1)_{pp}=(t_2)_{pp}X_p(t_1)_{pp}+(t_2)_{pe}X_e(t_1)_{ep}.\tag{11}$$

## The size of the error

Suppose first that each dropped beam is coupled to the open beams by both layers or by neither. Then (11) shows that the leading omitted term is of first order in $X_e$. For large $d$ it falls as $e^{-\kappa_{\min}d}$, with $\kappa_{\min}$ the smallest $\kappa_g$ among the coupled dropped beams, unless several beams share that $\kappa_g$ and their terms cancel. This happens for two square $s$-wave layers of side $a$ at $\mathbf k_\parallel=0$ with lateral shift $(a/2,0)$: the beams $(\pm1,0)$ and $(0,\pm1)$ enter with phases $-1,-1,+1,+1$, their sum vanishes, and the error falls with the $\kappa$ of the next shell. Without such a cancellation a guess of $e^{-2\kappa_{\min}d}$, from a round trip or from a squared modulus, is wrong for the amplitudes and also for the transmission probability, in which the second term of (11) interferes with the first. A beam that symmetry decouples from the open beams in one layer only is different: it is absent from (11) but can enter through a round trip in the gap, at order $e^{-2\kappa_gd}$, and this can decay more slowly than the first-order term of a higher beam.

In the $s$-wave model the prefactor can be given. Take two identical layers without lateral shift, emitting $c_1$ and $c_2$, and incidence from the left. By (9), $u_g=a_g+i\beta c_1/k_g$ and $v_g=i\beta c_2/k_g$, while $c_1=\tau\sum_g(a_g+X_gv_g)$ and $c_2=\tau\sum_gX_gu_g$, with sums over kept beams. Substituting,

$$\begin{pmatrix}1/\tau&-G_{12}\\-G_{12}&1/\tau\end{pmatrix}\begin{pmatrix}c_1\\c_2\end{pmatrix}=\begin{pmatrix}\sum_ga_g\\ \sum_gX_ga_g\end{pmatrix},\qquad G_{12}=i\beta\sum_{g\ \rm kept}\frac{e^{ik_gd}}{k_g}.\tag{12}$$

With all beams kept, $G_{12}$ is $G(0,d)$ of (6), and (12) is the KKR equation of the two-atom cell. Truncating the beam set is the same as truncating the interlayer structure constant. The intralayer constant $D$ inside $\tau$ is untouched. Keeping only open beams removes

$$\delta G=\beta\sum_e\frac{e^{-\kappa_gd}}{\kappa_g}.\tag{13}$$

A lateral shift $\mathbf s$ of layer 2 puts factors $e^{\mp i\mathbf K_g\cdot\mathbf s}$ into the terms of $G_{12}$ and $G_{21}$. Call $M$ the exact matrix of (12) and $M_0$ the truncated one, so $M=M_0-\delta G\,\sigma_x$ with $\sigma_x$ the $2\times2$ exchange matrix. The identity $M^{-1}-M_0^{-1}=M^{-1}(M_0-M)M_0^{-1}$ gives $M^{-1}\delta G\,\sigma_xM_0^{-1}$. The stack matrix is $S=S_{\rm free}+O\,M^{-1}I$, where $I$ maps incoming amplitudes to the fields at the two sites, $O$ maps $(c_1,c_2)$ to outgoing amplitudes, for example $b^R_g\ni(i\beta/k_g)(X_gc_1+c_2)$, and $S_{\rm free}$ is the empty slab. To first order in $\delta G$, and with the lowest evanescent beam only,

$$\delta S_{pp}\simeq\frac{\beta\,e^{-\kappa_{\min}d}}{\kappa_{\min}}\;O\,M_0^{-1}\sigma_xM_0^{-1}I .\tag{14}$$

The expansion needs $\delta G\,\|M_0^{-1}\|\ll1$. It fails near a sharp resonance of the pair, where an eigenvalue $1/\tau\mp G_{12}$ of $M_0$ is small. It also fails just below the threshold of a beam: for $\kappa\to0$ the term $\beta/\kappa$ dominates $\mathrm{Re}D$, so $\tau\to-\kappa/\beta$ and $\tau\,\delta G\to-e^{-\kappa d}$, which tends to $-1$ at fixed $d$. Since $\tau\to0$, the stack built from open beams alone then becomes transparent, which the exact pair need not be.

The evanescent gap current is explicit as well. For open incidence $u_e=\beta c_1/\kappa$ and $Xv_e=\beta c_2e^{-\kappa d}/\kappa$, so

$$j_e=\sum_e2\kappa\,\frac{\beta^2e^{-\kappa d}}{\kappa^2}\,\mathrm{Im}(c_1^*c_2)=2\beta\,\delta G\;\mathrm{Im}(c_1^*c_2).\tag{15}$$

## Numbers for a model layer and bilayer

The parameters are round model values: a square lattice with $a=5$ bohr, $A=25$ bohr$^2$, $E=0.5$ Ha ($13.606$ eV), $q=1$ bohr$^{-1}$, $\mathbf k_\parallel=(0.4,0.1)$ bohr$^{-1}$, $\delta=1.2$. All wave numbers below are in bohr$^{-1}$. The numerical check produced the values; it evaluates $D$ and $G$ by an Ewald split and asserts agreement with direct lattice sums at complex $q$ and with the series (6). More digits are kept than such a model means physically wherever the arithmetic needs them.

With $2\pi/a=1.2566$, two beams are open: $(0,0)$ with $k_0=0.9110$ and $(-1,0)$ with $k_1=0.5061$. The first evanescent ones have $\kappa=0.7056,\ 1.0002,\ 1.0352,\ 1.2547,\ 1.3246$. Here $\beta=2\pi/25=0.25133$ bohr$^{-2}$ and $\beta\sigma=0.25133\,(1.0976+1.9758)=0.7724$. The lattice sum is $D=-0.35979-0.22757i$, and $\beta\sigma-q=0.77243-1=-0.22757$ as derived. With $q\cot\delta=0.38878$,

$$1/\tau=(0.38878+0.35979)-0.77243i=0.74857-0.77243i,$$

$$\tau=\frac{0.74857+0.77243i}{1.15701}=0.64699+0.66761i\ \text{bohr},\qquad|\tau|=0.92968\ \text{bohr}.$$

**Single layer, open incidence.** $|\lambda|=0.25133\times0.92968=0.23365$, so $|w|^2$ is $(0.23365/0.9110)^2=0.0658$ into beam 0 and $(0.23365/0.5061)^2=0.2131$ into beam 1, whichever beam comes in. For unit incidence in beam 0 the raw squared amplitudes add to

$$0.06578+0.21311+0.69743+0.21311=1.18943,$$

which claim 1 would read as 19 percent more electrons leaving than arriving. Weighted with $k_1/k_0=0.5555$ they give $0.06578+0.69743+2(0.21311)(0.5555)=1.0000$. For incidence in beam 1 the raw sum is $0.06578+0.21311+0.06578+0.55009=0.89476$, and the weight $k_0/k_1=1.800$ gives $0.21311+0.55009+2(0.06578)(1.800)=1.0000$. The spectral norm $\|S^\dagger S-1\|$ is $0.503$ for the raw open block and $3\times10^{-16}$ for $U$. At $E=0.2$ Ha one beam is open and the raw block has defect $2\times10^{-16}$, as the commutation condition requires. For the normalized matrix with 3, 7 and 21 beams the defect is $3.8$, $15.6$ and $47.7$, growing as the rank-one form predicts, while (3) holds to below $10^{-15}$ each time.

The current was also obtained without beam amplitudes, by averaging $\mathrm{Im}\,\psi^*\partial_z\psi$ of the real-space field over a cell on each side. For beam 0 it is $0.743255$ a.u. on both sides, against $k_0|t_{00}|^2+k_1|t_{10}|^2=0.6354+0.1079=0.7433$.

**Single layer, evanescent incidence.** For unit amplitude in beam $(0,-1)$, $r_{ee}=\beta\tau/\kappa$ and $2\kappa\,\mathrm{Im}\,r_{ee}=2(0.25133)(0.66761)=0.33558$. The layer radiates $|\lambda|^2\sigma=\beta|\tau|^2(\beta\sigma)=0.25133(0.86430)(0.77243)=0.16779$ to each side. On the right the current is $0.16779$. On the left it is $-0.16779+0.33558=0.16779$. The quadrature gives $0.167788$ a.u. on both sides. The incoming wave alone carries no current, and the two radiated fluxes together equal the interference term, which is the third relation of (4).

**Bilayer at $d=3$ bohr.** The Ewald value is $G_{12}=-0.52855-0.22717i$. The open beams give $-0.60545-0.22717i$, so $\delta G=0.07691$, real as (13) requires. The lowest beam supplies $0.25133\times0.1204/0.7056=0.0429$, and the first five together $0.25133\times0.2964=0.0745$.

Adding and subtracting the rows of (12), $c_1\pm c_2=(1\pm x_0)/(1/\tau\mp G_{12})$ for unit incidence in beam 0, where $x_0=e^{2.733i}=-0.9177+0.3973i$ and $x_1=e^{1.5183i}=0.0525+0.9986i$. The denominators are $1.27712-0.54526i$ and $0.22002-0.99960i$. Dropping $\delta G$ changes their real parts to $1.35402$ and $0.14312$, a shift of about 5 and 8 percent of the moduli of the truncated denominators. With the exact ones,

$$c_1+c_2=\frac{0.0823+0.3973i}{1.27712-0.54526i}=-0.0578+0.2864i,$$

$$c_1-c_2=\frac{1.9177-0.3973i}{0.22002-0.99960i}=0.7819+1.7464i,$$

so $c_1=0.3620+1.0164i$ and $c_2=-0.4198-0.7300i$. Then

$$t_{00}=x_0+\frac{i\beta}{k_0}(x_0c_1+c_2)=x_0+0.27588i\,(-1.1559-1.5189i)=-0.4987+0.0784i,$$

$$|t_{10}|^2=\left(\frac{\beta}{k_1}\right)^2|x_1c_1+c_2|^2=0.2466\,|-1.4158-0.3152i|^2=0.5188 .$$

The transmission of beam 0 is $T_0=|t_{00}|^2+(k_1/k_0)|t_{10}|^2=0.2548+0.2882=0.5430$, and the program gives $0.543042$. Stacking the open blocks alone gives $0.520692$, low by $0.0224$, which is 4.1 percent of the exact value.

The quantity that enters the Landauer conductance at this $\mathbf k_\parallel$ is $\mathrm{Tr}\,\tilde t^\dagger\tilde t$ over open beams; its direct KKR value is $1.191819$. With $n$ beams kept in (10), $\|\delta U\|$ the spectral norm of the error of the normalized open block (to be compared with $\|U\|=1$), and $X_{\rm next}=e^{-\kappa d}$ of the first dropped beam:

| $n$ | $\mathrm{Tr}\,\tilde t^\dagger\tilde t$ | $\lVert\delta U\rVert$ | $X_{\rm next}$ |
|---|---|---|---|
| 2 | 1.129868 | $1.5\times10^{-1}$ | $1.2\times10^{-1}$ |
| 3 | 1.163501 | $6.5\times10^{-2}$ | $5.0\times10^{-2}$ |
| 5 | 1.182828 | $2.0\times10^{-2}$ | $2.3\times10^{-2}$ |
| 7 | 1.189764 | $4.6\times10^{-3}$ | $5.2\times10^{-3}$ |
| 13 | 1.191549 | $6.0\times10^{-4}$ | $8.5\times10^{-4}$ |
| 29 | 1.191814 | $1.0\times10^{-5}$ | $1.3\times10^{-5}$ |
| 60 | 1.191819 | $5.9\times10^{-8}$ | $7.8\times10^{-8}$ |

The error falls by more than six orders of magnitude and stays within a factor 1.5 of $X_{\rm next}$ in the tabulated rows; over all $n$ from 2 to 60 the ratio lies between 0.49 and 1.31. Over the same rows $\|U^\dagger U-1\|$ stays below $2\times10^{-15}$. At $n=2$, where claim 3 finds its confirmation, the trace is low by $0.0620$, or 5.2 percent of the exact value. That the approach is monotone rests on two facts: without shift every dropped term of (13) is positive, and for these parameters the error is nearly linear in what is missing. The first alone does not suffice; with $\delta=2.0$ at the same $d$ the trace is not monotone in $n$. That it comes from below is set by the sign of the linear coefficient, which (13) does not fix and which belongs to these parameters. At $n=2$ the ratio is $0.0620/0.0769=0.81$; at $n=7$ the missing part is $0.0769-0.0745=0.0024$ against an error of $0.00206$, a ratio near $0.85$. With a lateral shift the terms carry phases and this argument for monotony does not apply. The program asserts that (10) with a large beam set reproduces the direct KKR solution both with and without a shift.

For beam 0 the gap current splits into $0.488456$ in open beams and $0.006279$ in evanescent pairs, and the sum $0.494735$ a.u. is the transmitted flux $k_0T_0=0.9110\times0.5430=0.4947$. Equation (15) gives $\mathrm{Im}(c_1^*c_2)=0.3620(-0.7300)+1.0164(0.4198)=0.1624$ and $j_e=2(0.25133)(0.07691)(0.1624)=0.00628$. The evanescent share is 1.3 percent of the transmitted flux, while the error in $T_0$ from dropping these beams is 4.1 percent. The two numbers need not agree: the truncated stack loses no current, and it errs because $c_1$ and $c_2$ come from shifted denominators. A small evanescent current is therefore no bound on the error.

At $d=20$ bohr the raw open block differs between the converged and the open-only stack by $7.4660\times10^{-7}$ in norm, and (14) gives $7.4445\times10^{-7}$; the program asserts that the two matrices differ by less than 2 percent of the norm of (14). The ratio of norms is $1.0029$. Without shift the next beams multiply the same matrix, so they raise the prefactor by the relative amounts $(0.7056/1.0002)e^{-5.892}=0.0019$ and $(0.7056/1.0352)e^{-6.592}=0.0009$, which account for the excess to within rounding. A straight-line fit of the logarithm of the error over $d=8$ to $28$ bohr gives the rate $0.7138$, which is 1.2 percent above $\kappa_{\min}=0.7056$ and far from $2\kappa_{\min}$. The higher beams, which weigh more at small $d$, steepen the fit, and the prefactor in (14) oscillates with $d$; the two effects were not separated.

## A smooth potential, with and without absorption

The zero-range model has a rank-one $w$, so the general statements were also tested on a potential without that structure: two smooth corrugated layers, attractive on average, at $E=1.0$ Ha, solved in a fixed set of seven Fourier channels by Chebyshev collocation with the outgoing-wave conditions $\psi_g'+ik_g\psi_g=2ik_ga^L_g$ at $z_L$ and $\psi_g'-ik_g\psi_g=-2ik_ga^R_g$ at $z_R$, which follow from $\psi_g=a+b$ and the slopes given above. The coupling between channels is Hermitian, so (3) applies to this channel set. For the whole slab the raw open block has $\|S^\dagger S-1\|=0.081$ and (3) holds to $4\times10^{-10}$. Cutting the slab in the middle and stacking the halves by (10) reproduces the whole-slab matrix to $3\times10^{-10}$ when all channels are kept. With open beams only, the raw open block is off by $0.16$ in norm, and the program asserts that its normalized form is still unitary. With an absorbing term of peak strength $W_0=0.1$ Ha, the flux deficit for the first beam, $1-\sum_i|U_{i0}|^2$, is $0.088926$, and the integral $2\int\langle W|\psi|^2\rangle dz/k_0$ of (5) is $0.088926$; the positivity of $1-U^\dagger U$ is asserted as well. These six digits belong to the seven-channel set; with 11 or 15 channels the deficit is $0.088931$, a shift of $5\times10^{-6}$, while $0.081$ and $0.16$ do not move.

## Changes needed

Probabilities and the Landauer trace have to be formed from $\tilde S_{pp}$, with the weights $k_g/k_{g'}$. Equation (3) is a useful check of the algebra of a layer matrix or a stacking routine and may be reported as that. Convergence has to be shown by enlarging the beam set until the open block stops changing. For the bilayer of point scatterers above, $e^{-\kappa d}$ of the first dropped beam gave the order of the remaining error. The prefactor depends on the scatterer and on $d$; for the weaker scatterer $\delta=0.3$ at the same gap the error is only $0.05$ to $0.13$ of $e^{-\kappa d}$. For extended layers the gap between the reference planes gives no such guide: in the smooth slab that gap is zero, and the error with open beams only is $0.16$. Energies just below a beam threshold and near sharp resonances of the stack need their own convergence study, since the first-order estimate does not hold there. Evanescent rows and columns may be discarded once, from the matrix of the finished stack, when the regions on both sides are semi-infinite and free of further scatterers.

## Values computed for the example and the checks

```
a=5.0 bohr, A=25.0 bohr^2, d=3.0 bohr, delta=1.2 rad, kpar=[0.4 0.1] 1/bohr
E=0.5 Ha = 13.606 eV, q=1.0000, 2pi/a=1.2566 1/bohr
beam (0, 0): k=0.9110+0.0000j 1/bohr, |exp(ikd)|=1.0000
beam (-1, 0): k=0.5061+0.0000j 1/bohr, |exp(ikd)|=1.0000
beam (0, -1): k=0.0000+0.7056j 1/bohr, |exp(ikd)|=0.1204
beam (0, 1): k=0.0000+1.0002j 1/bohr, |exp(ikd)|=0.0498
beam (-1, -1): k=0.0000+1.0352j 1/bohr, |exp(ikd)|=0.0448
beam (-1, 1): k=0.0000+1.2547j 1/bohr, |exp(ikd)|=0.0232
beam (1, 0): k=0.0000+1.3246j 1/bohr, |exp(ikd)|=0.0188
D=-0.35979-0.22757j 1/bohr, q cot(delta)=0.38878 1/bohr
(2pi/A) sum_p 1/k=0.77243 1/bohr, tau=0.64699+0.66761j bohr, |tau|=0.92968 bohr
incident beam 0: raw |r_0i|^2=0.06578 |r_1i|^2=0.21311 |t_0i|^2=0.69743 |t_1i|^2=0.21311
  column sum raw=1.18943, flux-weighted=1.0000000000
incident beam 1: raw |r_0i|^2=0.06578 |r_1i|^2=0.21311 |t_0i|^2=0.06578 |t_1i|^2=0.55009
  column sum raw=0.89476, flux-weighted=1.0000000000
|S+S-1| pp raw=0.5031, pp flux-normalized=3.1e-16
3 beams: |S+S-1| normalized full=3.7679, identity defect=1.4e-16
7 beams: |S+S-1| normalized full=15.5780, identity defect=3.7e-16
21 beams: |S+S-1| normalized full=47.7392, identity defect=8.2e-16
E=0.2 Ha, one open beam: raw |S+S-1|=2.2e-16
unit incident beam 0: quadrature jL=0.743255, jR=0.743255, beam formula=0.743255 a.u.
unit incident beam 2: quadrature jL=0.167788, jR=0.167788, beam formula=0.167788 a.u.
evanescent incidence: 2 kappa Im r_ee=0.335577 a.u.
G12=-0.52855-0.22717j, open part=-0.60545-0.22717j, evanescent part=0.07691 1/bohr
bilayer direct KKR: Tr t+t=1.19181898, T(beam 0)=0.543042
N=2: Tr t+t=1.12986787, T0=0.520692, |dS|=1.5e-01, |U+U-1|=4e-16, next exp(-kappa d)=1.2e-01
N=3: Tr t+t=1.16350139, T0=0.532543, |dS|=6.5e-02, |U+U-1|=2e-16, next exp(-kappa d)=5.0e-02
N=5: Tr t+t=1.18282836, T0=0.539662, |dS|=2.0e-02, |U+U-1|=1e-15, next exp(-kappa d)=2.3e-02
N=7: Tr t+t=1.18976363, T0=0.542266, |dS|=4.6e-03, |U+U-1|=6e-16, next exp(-kappa d)=5.2e-03
N=13: Tr t+t=1.19154930, T0=0.542940, |dS|=6.0e-04, |U+U-1|=6e-16, next exp(-kappa d)=8.5e-04
N=29: Tr t+t=1.19181446, T0=0.543041, |dS|=1.0e-05, |U+U-1|=8e-16, next exp(-kappa d)=1.3e-05
N=60: Tr t+t=1.19181895, T0=0.543042, |dS|=5.9e-08, |U+U-1|=6e-16, next exp(-kappa d)=7.8e-08
gap current, beam 0 in: open=0.488456, evanescent=0.006279, transmitted=0.494735 a.u.
d=20.0 bohr: |dS| raw pp=7.4660e-07, leading formula=7.4445e-07
fitted decay rate (d=8..28 bohr)=0.7138, kappa_min=0.7056 1/bohr
smooth slab E=1.0 Ha: raw pp |S+S-1|=0.0814, identity defect=4e-10
smooth slab stacking error: all beams=3e-10, open beams only=0.1604
absorbing slab W0=0.1 Ha: flux deficit=0.088926, 2 int W|psi|^2/k=0.088926
```
